# Why the electron's self-mass diverges logarithmically in QED and linearly classically

## Definitions and conventions

Units are $\hbar=c=1$ with $e^2=4\pi\alpha$. An electron of mass $m$ is at rest, all negative-energy states are filled (the sea), and the vacuum energy is subtracted. The self-mass $\delta m$ is the energy shift of this electron to order $\alpha$. Photon momenta are cut off at $k<\Lambda$, the same in every term.

The Dirac Hamiltonian $h(\mathbf k)=\boldsymbol\alpha\cdot\mathbf k+\beta m$ satisfies $h^2=E^2$, with $E=\sqrt{k^2+m^2}$. The projectors on its positive- and negative-energy states are therefore

$$\Lambda_\pm(\mathbf k,m)=\tfrac12\left(1\pm\frac{\boldsymbol\alpha\cdot\mathbf k+\beta m}{E}\right).$$

The rest spinor obeys $\beta u=u$ and $u^\dagger u=1$. Since $\boldsymbol\alpha$ anticommutes with $\beta$, $u^\dagger\boldsymbol\alpha u=u^\dagger\boldsymbol\alpha\beta u=-u^\dagger\beta\boldsymbol\alpha u=-u^\dagger\boldsymbol\alpha u$, so $u^\dagger\boldsymbol\alpha u=0$.

In Coulomb gauge the interaction has two parts. One is the instantaneous Coulomb energy

$$H_C=\frac12\int\!\frac{d^3k}{(2\pi)^3}\,\frac{e^2}{k^2}\,\rho_{\mathbf k}^\dagger\rho_{\mathbf k},\qquad \rho_{\mathbf k}=\int d^3x\,e^{-i\mathbf k\cdot\mathbf x}\,\psi^\dagger\psi .$$

The other is the coupling of $\boldsymbol\alpha$ to transverse photons. The Coulomb part has no photon in flight and hence no time orderings, but it still splits into an electron term and a pair term.

## The classical energy

For a classical point charge $|\rho_{\mathbf k}|^2=1$, so

$$U=\frac{e^2}{2}\int_{k<\Lambda}\frac{d^3k}{(2\pi)^3}\frac1{k^2}=\frac{e^2}{2}\,\frac{4\pi\Lambda}{8\pi^3}=\frac{\alpha}{\pi}\Lambda .$$

In space, the field $e/(4\pi r^2)$ outside a radius $a$ holds the energy $\frac12\int_a^\infty (e/4\pi r^2)^2\,4\pi r^2dr=e^2/(8\pi a)=\alpha/(2a)$. Both forms are linear, in $\Lambda$ or in $1/a$.

## Coulomb part: electron term and pair term

The mean of $\rho_{\mathbf k}^\dagger\rho_{\mathbf k}$ is the squared norm of $\rho_{\mathbf k}|\Psi\rangle$: the total weight of the states reached when one particle changes its momentum by $-\mathbf k$. Adding an electron at rest to the sea changes this weight in two ways.

*Electron term.* The electron can move to a positive-energy state of momentum $-\mathbf k$. The weight is

$$P_+=u^\dagger\Lambda_+u=\tfrac12\left(1+\frac mE\right),$$

because $u^\dagger\boldsymbol\alpha u=0$ and $u^\dagger\beta u=1$.

*Pair term.* In the vacuum, a sea electron of momentum $\mathbf k$ could jump into the state $u$, leaving a hole. That state is now occupied, so the exclusion principle removes this fluctuation. The change is $-P_-$, with $P_-=u^\dagger\Lambda_-u=\frac12(1-m/E)$.

The factor $\frac{e^2}{2k^2}\,\frac{4\pi k^2}{(2\pi)^3}=\frac{\alpha}{\pi}$ turns the weights into an integral over $k$:

$$\delta m_C=\frac\alpha\pi\int_0^\Lambda dk\,(P_+-P_-)=\frac\alpha\pi\int_0^\Lambda dk\,\frac mE=\frac\alpha\pi\,m\,\operatorname{arsinh}\frac\Lambda m .$$

At large $k$ the two terms tend to $+\frac12$ and $-\frac12$. Each alone diverges linearly; the sum falls as $m/k$ and gives a logarithm.

If the sea were empty, the electron could move to negative-energy states as well, and nothing would be blocked. The weight would be $P_++P_-=1$, which is the classical result. The filled sea thus reverses the sign of the part $P_-$ of the classical weight. This part is negligible for $k\ll m$ and tends to one half for $k\gg m$, where it cancels the linear divergence.

## Transverse part: the two time orderings

A transverse photon with polarization $\boldsymbol\epsilon\perp\mathbf k$ couples through $\boldsymbol\alpha\cdot\boldsymbol\epsilon$, with squared strength $e^2/(2k)$ per unit volume. This matrix squares to one and anticommutes with both $\boldsymbol\alpha\cdot\mathbf k$ and $\beta$. Hence

$$u^\dagger(\boldsymbol\alpha\cdot\boldsymbol\epsilon)\Lambda_\pm(\boldsymbol\alpha\cdot\boldsymbol\epsilon)u=\tfrac12\left(1\mp\frac mE\right),\qquad T_\pm=1\mp\frac mE,$$

where $T_\pm$ is summed over the two polarizations.

*Electron ordering.* The electron emits a photon and later absorbs it. The intermediate state lies higher by $E+k-m$, and second-order perturbation theory gives $-T_+/(E+k-m)$.

*Pair ordering.* In the vacuum, a sea electron can jump into the state $u$ while emitting a photon, at an energy cost $E+k+m$. This lowers the vacuum energy. The electron at rest blocks the process, so the lowering is lost and the contribution is $+T_-/(E+k+m)$. In diagram language, a pair and a photon appear first; the original electron then fills the hole and absorbs the photon, and the exchange of the two electrons supplies the sign.

The common factor is $\frac{e^2}{2k}\,\frac{4\pi k^2}{(2\pi)^3}=\frac\alpha\pi k$. Over a common denominator the two orderings have the numerator

$$-(E-m)(E+k+m)+(E+m)(E+k-m)$$
$$=-\left[k^2+k(E-m)\right]+\left[k^2+k(E+m)\right]=2mk,$$

where $E^2-m^2=k^2$ was used. The denominator is

$$E\left[(E+k)^2-m^2\right]=E\,(2k^2+2Ek)=2kE(E+k).$$

Therefore

$$\delta m_T=\frac\alpha\pi\int_0^\Lambda dk\,\frac{mk}{E(E+k)} .$$

At large $k$ the orderings separately tend to $-\frac12$ and $+\frac12$, while their sum tends to $m/(2k)$.

## Why no linear term survives

The projectors obey $\Lambda_-(\mathbf k,m)=\Lambda_+(-\mathbf k,-m)$, and the weights do not depend on the direction of $\mathbf k$. The energy denominators $E+k\mp m$ are also exchanged by $m\to-m$, and the pair term carries the opposite overall sign. So if the electron integrand is $f(x)$ with $x=m/k$, the pair integrand is $-f(-x)$. This holds for the Coulomb and transverse parts separately.

Write $f(x)=a+bx+\dots$ for small $x$. The sum is

$$f(x)-f(-x)=2b\,\frac mk+O\!\left(\frac{m^3}{k^3}\right).$$

The constant $a$, which would integrate to $a\Lambda$, does not depend on the mass and drops out. The first survivor is proportional to $m/k$ and integrates to $2b\,m\ln(\Lambda/m)$, up to a constant that stays finite as $\Lambda$ grows.

To find $b$, use $E/k=1+O(x^2)$ and $m/E=x+O(x^3)$. The Coulomb electron term is $\frac12+\frac x2$, so $2b=1$. The transverse one is

$$-\frac{1-x}{2-x}+O(x^2)=-\tfrac12(1-x)\left(1+\tfrac x2\right)+O(x^2)=-\tfrac12+\tfrac x4+O(x^2),$$

so $2b=\frac12$. The logarithm has coefficient $1+\frac12=\frac32$ in units of $\alpha m/\pi$: two thirds from the Coulomb part and one third from the transverse part.

## How the split depends on gauge

The linear coefficients in Coulomb gauge, in units of $\alpha/\pi$, are:

| | electron | pair |
|---|---:|---:|
| Coulomb | $+\frac12$ | $-\frac12$ |
| transverse | $-\frac12$ | $+\frac12$ |

The columns also add to zero. In this gauge, the Coulomb and transverse electron terms together are already free of a linear divergence. The pair terms are indispensable when the Coulomb energy is considered by itself, which is the quantity to compare with the classical one.

In Feynman gauge the pair ordering is needed for the full sum. There the photon couples through all three $\alpha_i$, and a scalar photon couples through the unit matrix with the opposite sign. From $\sum_i\alpha_i\beta\alpha_i=-3\beta$ and $\sum_i\alpha_i(\boldsymbol\alpha\cdot\mathbf k)\alpha_i=-\boldsymbol\alpha\cdot\mathbf k$, the vector weights are $S_\pm=\frac32(1\mp m/E)$. The orderings become

$$\frac{k(P_+-S_+)}{E+k-m}=\frac{k(-1+2m/E)}{E+k-m},\qquad \frac{k(S_--P_-)}{E+k+m}=\frac{k(1+2m/E)}{E+k+m},$$

with limits $-\frac12$ and $+\frac12$. Over the same denominator as before, the numerator of the sum is

$$k\left[(2m-E)(E+k+m)+(2m+E)(E+k-m)\right]$$
$$=k\left[4m(E+k)-2mE\right]=2mk(E+2k).$$

Dividing by $2kE(E+k)$ gives $m(E+2k)/[E(E+k)]$. The Coulomb-gauge total is the same:

$$\frac mE+\frac{mk}{E(E+k)}=\frac{m(E+2k)}{E(E+k)} .$$

## The total

For the transverse integral, $(E+k)(E-k)=m^2$ gives $1/(E+k)=(E-k)/m^2$, so the integrand is $(k-k^2/E)/m$. Since $\frac{d}{dk}(kE)=E+k^2/E=(2k^2+m^2)/E$, one has $\int_0^\Lambda dk\,k^2/E=\frac12\left[\Lambda E_\Lambda-m^2\operatorname{arsinh}(\Lambda/m)\right]$, where $E_\Lambda=\sqrt{\Lambda^2+m^2}$. With $L=\Lambda/m$, adding the Coulomb part gives

$$\delta m=\frac\alpha\pi m\left[\tfrac32\operatorname{arsinh}L-\tfrac12L\left(\sqrt{1+L^2}-L\right)\right].$$

For $L\gg1$, $\operatorname{arsinh}L\to\ln 2L$ and $L(\sqrt{1+L^2}-L)=L/(\sqrt{1+L^2}+L)\to\frac12$. Hence

$$\delta m\to\frac{3\alpha}{2\pi}\,m\left[\ln\frac{2\Lambda}m-\frac16\right].$$

The constant $-\frac16$ belongs to this cutoff. The cancellation within each part requires the same cutoff in its electron and pair terms: with $\Lambda$ in the Coulomb electron term and $\Lambda'$ in the Coulomb pair term, a piece $(\alpha/2\pi)(\Lambda-\Lambda')$ would remain in $\delta m_C$. In Coulomb gauge the transverse part, cut in the same way, leaves the opposite piece, because the columns of the table add to zero. In Feynman gauge a piece $-(\alpha/2\pi)(\Lambda-\Lambda')$ would remain in the total.

## The charge correlation in space

In the Coulomb part the classical weight $1$ is replaced by $m/E$. In space, the point correlation $\delta^3(\mathbf r)$ is replaced by the Fourier transform $G(r)$ of $m/E$. Start from

$$\frac1E=\frac2\pi\int_0^\infty\frac{ds}{k^2+m^2+s^2}.$$

Each term transforms to $e^{-r\sqrt{m^2+s^2}}/(4\pi r)$. With $s=m\sinh t$, the remaining integral is $\int_0^\infty dt\,m\cosh t\,e^{-mr\cosh t}=mK_1(mr)$, the integral form of the modified Bessel function $K_1$. Thus

$$G(r)=\frac{m^2K_1(mr)}{2\pi^2r}.$$

This correlation, electron minus vacuum, extends over about a reduced Compton wavelength $1/m$. Using $K_0'=-K_1$, the Coulomb energy from separations beyond $a$ is

$$\frac12\int_a^\infty4\pi r^2dr\,G(r)\,\frac\alpha r=\frac\alpha\pi m^2\int_a^\infty dr\,K_1(mr)=\frac\alpha\pi m\,K_0(ma).$$

Since $K_1(z)\approx1/z$ at small $z$, this grows as $\ln(1/ma)$. At $a=0.01/m$ it is $0.01097\,m$, while the classical field energy outside a sphere of the same radius is $\alpha/(2a)=0.36487\,m$. The two cuts are not the same: a point charge has no separations beyond $a$, and its whole Coulomb energy sits at $r=0$. The comparison therefore shows only the different growth, $\ln(1/ma)$ against $1/a$.

## Weighing the terms for the real electron

With $\alpha/\pi=0.00232282$, the contributions in units of $m$ are:

| $\Lambda/m$ | 10 | 1000 |
|---|---:|---:|
| Coulomb, electron | $+0.015096$ | $+1.170237$ |
| Coulomb, pair | $-0.008132$ | $-1.152582$ |
| transverse, electron | $-0.009059$ | $-1.156125$ |
| transverse, pair | $+0.011962$ | $+1.164372$ |
| QED total | $0.009867$ | $0.025903$ |
| classical | $0.023228$ | $2.322819$ |

At $\Lambda=1000\,m$ each of the four terms exceeds the electron mass in magnitude, yet they add to under 3% of it. From $100\,m$ to $1000\,m$ the total grows by $0.008023\,m$, which matches $\frac32\times0.00232282\times\ln10$. The classical energy grows tenfold.

The classical energy equals the electron mass at $\Lambda=\pi m/\alpha=430.51\,m$, or 220.0 MeV. There the QED self-mass is

$$0.00232282\times1.5\times\left[\ln(861.02)-\tfrac16\right]m=0.02297\,m,$$

or 11.74 keV.

With $\Lambda$ at the Planck mass, $2.389\times10^{22}\,m$, the formula gives $0.18\,m$. This shows how slowly a logarithm grows; it does not claim that first-order QED holds at that scale. The divergence is milder but still present, and the measured rest energy is the bare mass plus $\delta m$. A cut on $|\mathbf k|$ singles out one frame, so with this cutoff the shift of the inertial mass of a moving electron has the same logarithm but a different finite constant.

The numerical check checks the blocking signs in a small many-electron system. For the Coulomb part it takes the mean of the density product in free many-electron states; for the transverse part it diagonalizes the system coupled to photons. It checks the total integrand by a separate covariant frequency integral.

## Values computed for the example and the checks

```
fine-structure constant alpha = 0.00729735
alpha/pi = 0.00232282
electron rest energy = 510.9990 keV
Integrands at k = 1e6 m (units alpha/pi):
  Coulomb, electron: +0.5000
  Coulomb, pair: -0.5000
  transverse, electron: -0.5000
  transverse, pair: +0.5000
  Feynman gauge, electron: -0.5000
  Feynman gauge, pair: +0.5000
Many-electron check at k = 1.5 m (units alpha/pi):
  E = 1.802776 m
  Coulomb, sea empty: 1.000000
  Coulomb, sea filled: 0.554700
  transverse, sea filled: 0.251925
  transverse, spinor sum: 0.251925
Self-mass contributions (units of m):
 cutoff = 10 m
  Coulomb, electron: +0.015096
  Coulomb, pair: -0.008132
  transverse, electron: -0.009059
  transverse, pair: +0.011962
  Coulomb sum: 0.006964
  transverse sum: 0.002903
  QED total: 0.009867
  classical: 0.023228
 cutoff = 100 m
  Coulomb, electron: +0.122295
  Coulomb, pair: -0.109987
  transverse, electron: -0.112199
  transverse, pair: +0.117772
  Coulomb sum: 0.012307
  transverse sum: 0.005573
  QED total: 0.017880
  classical: 0.232282
 cutoff = 1000 m
  Coulomb, electron: +1.170237
  Coulomb, pair: -1.152582
  transverse, electron: -1.156125
  transverse, pair: +1.164372
  Coulomb sum: 0.017656
  transverse sum: 0.008247
  QED total: 0.025903
  classical: 2.322819
QED growth, 100 m to 1000 m: 0.008023 m
Cutoff where the classical energy equals m:
  cutoff = 430.51 m = 220.0 MeV
  QED self-mass = 0.02297 m = 11.74 keV
Planck mass = 2.389e+22 m
  QED self-mass there = 0.1814 m
  classical energy there = 5.55e+19 m
Energy beyond a = 0.01 reduced Compton wavelength:
  classical = 0.36487 m
  QED Coulomb part = 0.01097 m
```
